# Velocity overshoot from delayed heating after a field step: a program that tests the result

```python
# Result under test: after a field step, carriers whose momentum relaxation rate
# grows with their mean energy overshoot their final velocity because heating lags.
# Balance equations: dv/dt = F/m - (w/w0) v/tau0,  dw/dt = F v - (w-w0)/tau_e.
# v: mean velocity, w: total mean energy, w0 = 3kT/2, F = charge times field,
# tau0: momentum time at w0, tau_e: energy relaxation time.
# Scaled: u = v/v0 with v0 = F tau0/m, theta = w/w0, s = t/tau0, X = x/(v0 tau0),
# eps = tau0/tau_e, g = F v0 tau0/w0.  theta_s, u_s: final values.
# Claims: a criterion for overshoot, an Airy-function peak without energy loss,
# its strong-field limit, and a logarithmic formula for the overshoot distance.
import numpy as np
from scipy.constants import e, k, m_e
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import airy


def integrate(eps, g, s_end, power=1):
    """Full balance equations; momentum rate varies as theta**power."""
    def rhs(s, y):
        u, theta, X = y
        return [1 - theta**power * u, g * u - eps * (theta - 1), u]
    sol = solve_ivp(rhs, (0, s_end), [0.0, 1.0, 0.0], method="DOP853",
                    rtol=1e-11, atol=1e-13, dense_output=True)
    assert sol.success
    return sol.sol


def find_peak(path, s_end):
    """First time at which the acceleration vanishes."""
    def acceleration(s):
        y = path(s)
        return 1 - y[1] * y[0]
    grid = np.linspace(0, s_end, 8001)
    i = int(np.argmax(acceleration(grid) < 0))
    assert i > 0
    return brentq(acceleration, grid[i - 1], grid[i], xtol=1e-13)


def final_theta(eps, g):
    return 0.5 + np.sqrt(0.25 + g / eps)


def critical_eps(theta_s):
    return 3 * theta_s - 2 + 2 * np.sqrt((2 * theta_s - 1) * (theta_s - 1))


def lossless(s, g):
    """Airy solution for the path X and velocity u without energy loss."""
    kappa = (g / 2) ** (1 / 3)
    z0 = 1 / (4 * kappa**2)
    root = np.sqrt(z0)
    ai0, aip0, bi0, bip0 = airy(z0)
    a, b = bip0 - root * bi0, -(aip0 - root * ai0)
    ai, aip, bi, bip = airy(kappa * s + z0)
    X = (2 / g) * (kappa * (a * aip + b * bip) / (a * ai + b * bi) - 0.5)
    return X, s - X - g * X**2 / 2


def distance_formula(eps, theta_s, excess):
    theta = theta_s / (1 + excess)
    ratio = (theta + theta_s - 1) * (theta_s - 1) / ((theta_s - theta) * theta_s)
    return np.log(ratio) / (eps * (2 * theta_s - 1))


def distance_numeric(path, s_peak, s_end, u_s, excess):
    s_back = brentq(lambda s: path(s)[0] - (1 + excess) * u_s, s_peak, s_end)
    return s_back, path(s_back)[2]


# Model parameters in SI units
mass, temperature = 0.25 * m_e, 300.0
tau0, tau_e, field = 0.2e-12, 1.0e-12, 3.0e6
force = e * field
w0 = 1.5 * k * temperature
v0 = force * tau0 / mass
length0 = v0 * tau0
eps = tau0 / tau_e
g = force * length0 / w0
theta_s = final_theta(eps, g)
u_s = 1 / theta_s
v_s = v0 * u_s
S_END = 80.0
path = integrate(eps, g, S_END)

# Final state and high-field saturation against long-time integration
assert abs(path(S_END)[0] / u_s - 1) < 1e-8
assert abs(path(S_END)[1] / theta_s - 1) < 1e-8
v_sat = np.sqrt(w0 * tau0 / (mass * tau_e))
strong = integrate(eps, 900 * g, S_END)
assert abs(30 * v0 * strong(S_END)[0] / v_sat - 1) < 0.01

# Peak and return to within ten percent of the final velocity
excess = 0.1
s_p = find_peak(path, S_END)
u_p, theta_p, X_p = path(s_p)
s_b, X_b = distance_numeric(path, s_p, S_END, u_s, excess)
X_formula = distance_formula(eps, theta_s, excess)
assert u_p > 1.5 * u_s
assert abs(X_formula / X_b - 1) < 0.05  # finite momentum lag
after = path(np.linspace(s_p, 25, 2000))[0]
assert np.all(np.diff(after) < 0)

# The distance formula must become accurate for slow energy relaxation
eps_slow = 0.002
g_slow = eps_slow * theta_s * (theta_s - 1)
end_slow = 3500.0
slow = integrate(eps_slow, g_slow, end_slow)
peak_slow = find_peak(slow, end_slow)
X_slow = distance_numeric(slow, peak_slow, end_slow, u_s, excess)[1]
error_slow = distance_formula(eps_slow, theta_s, excess) / X_slow - 1
assert abs(error_slow) < 0.005

# Lossless Airy solution against integration, then against the full peak
no_loss = integrate(0.0, g, 5.0)
for s in (0.2, 0.8, 2.0, 4.0):
    X_a, u_a = lossless(s, g)
    assert abs(X_a - no_loss(s)[2]) < 1e-8
    assert abs(u_a - no_loss(s)[0]) < 1e-8


def lossless_acceleration(s):
    X, u = lossless(s, g)
    return 1 - (1 + g * X) * u


s_a = brentq(lossless_acceleration, 0.01, 5.0)
X_a, u_a = lossless(s_a, g)
assert abs(u_a / u_p - 1) < 0.04  # energy loss during the rise


# Strong-field constant from the limiting Airy solution
def limit_solution(sigma):
    ai0, aip0, bi0, bip0 = airy(0.0)
    ai, aip, bi, bip = airy(sigma)
    chi = (bip0 * aip - aip0 * bip) / (bip0 * ai - aip0 * bi)
    return chi, sigma - chi**2


def limit_acceleration(sigma):
    chi, rate = limit_solution(sigma)
    return 1 - 2 * chi * rate


sigma_p = brentq(limit_acceleration, 0.3, 2.0)
c_limit = limit_solution(sigma_p)[1]
g_big, end_big = 1e9, 5e-3
big = integrate(eps, g_big, end_big)
u_big = big(find_peak(big, end_big))[0]
assert abs(u_big * (g_big / 2) ** (1 / 3) / c_limit - 1) < 0.005
v_limit = c_limit * (2 * w0 * force * tau0 / mass**2) ** (1 / 3)


# Overshoot criterion on both sides of the threshold
def velocity_ratio(eps_value, theta_final):
    g_value = eps_value * theta_final * (theta_final - 1)
    orbit = integrate(eps_value, g_value, 40.0)
    return np.max(orbit(np.linspace(0, 40, 40001))[0]) * theta_final


for theta_test in (1.2, 2.0, theta_s):
    limit = critical_eps(theta_test)
    assert velocity_ratio(0.75 * limit, theta_test) - 1 > 1e-8
    assert abs(velocity_ratio(1.25 * limit, theta_test) - 1) < 1e-8

# Counterfactuals: faster energy response at the same final state; constant rate
speedups = (1, 10, 200)
ratios = [velocity_ratio(eps * r, theta_s) for r in speedups]
assert ratios[0] > ratios[1] > 1 + 1e-6
assert abs(ratios[2] - 1) < 1e-8
constant = integrate(eps, g, S_END, power=0)
u_constant = constant(np.linspace(0, S_END, 8001))[0]
ratio_constant = np.max(u_constant) / u_constant[-1]
assert abs(ratio_constant - 1) < 1e-8

# Particle simulation: collisions randomize direction at the momentum rate;
# a part of them, at rate 1/tau_e, also redraws the energy thermally.
rng = np.random.default_rng(12345)
number, dt, steps = 200000, 1e-15, 1500
v_thermal = np.sqrt(k * temperature / mass)
vel = rng.normal(0, v_thermal, (3, number))
mc_v, mc_w = np.empty(steps), np.empty(steps)
for step in range(steps):
    vel[0] += 0.5 * force / mass * dt
    energy = 0.5 * mass * np.vdot(vel, vel) / number
    rate = energy / (w0 * tau0)
    hit = np.flatnonzero(rng.random(number) < -np.expm1(-rate * dt))
    fresh = rng.normal(0, v_thermal, (3, hit.size))
    old_speed = np.sqrt(np.sum(vel[:, hit] ** 2, axis=0))
    elastic = rng.random(hit.size) >= 1 / (tau_e * rate)
    fresh_speed = np.sqrt(np.sum(fresh**2, axis=0))
    fresh *= np.where(elastic, old_speed / fresh_speed, 1.0)
    vel[:, hit] = fresh
    vel[0] += 0.5 * force / mass * dt
    mc_v[step] = vel[0].mean()
    mc_w[step] = 0.5 * mass * np.vdot(vel, vel) / number
reference = path(np.arange(1, steps + 1) * dt / tau0)
noise = np.sqrt(2 * w0 * theta_s / (3 * mass * number))
mc_dv = np.max(np.abs(mc_v - v0 * reference[0]))
mc_dw = np.max(np.abs(mc_w / (w0 * reference[1]) - 1))
assert mc_dv < 5 * noise  # five standard errors of the mean velocity
assert mc_dw < 0.02       # sampling noise of the mean energy

# Printed values
ps, nm, cm, meV = 1e12, 1e9, 100.0, 1000 / e
print(f"mass: {mass / m_e:.2f} electron masses")
print(f"temperature: {temperature:.0f} K")
print(f"field: {field / 1e5:.0f} kV/cm")
print(f"tau0: {tau0 * ps:.2f} ps")
print(f"tau_e: {tau_e * ps:.2f} ps")
print(f"equilibrium energy w0: {w0 * meV:.2f} meV")
print(f"low-field-law velocity v0: {v0 * cm:.3e} cm/s")
print(f"length unit v0*tau0: {length0 * nm:.2f} nm")
print(f"eps = tau0/tau_e: {eps:.3f} (dimensionless)")
print(f"heating parameter g: {g:.3f} (dimensionless)")
print(f"final theta_s: {theta_s:.3f} (dimensionless)")
print(f"final energy: {w0 * theta_s * meV:.1f} meV")
print(f"final momentum time: {tau0 / theta_s * ps:.4f} ps")
print(f"final velocity v_s: {v_s * cm:.3e} cm/s")
print(f"high-field saturation velocity: {v_sat * cm:.3e} cm/s")
for time in (0.05, 0.1, 0.2, 0.4, 0.8, 1.5):
    u, theta, X = path(time / (tau0 * ps))
    print(f"t={time:.2f} ps: v={u * v0 * cm:.3e} cm/s, "
          f"w={theta * w0 * meV:.1f} meV, x={X * length0 * nm:.1f} nm")
print(f"peak velocity, full: {u_p * v0 * cm:.3e} cm/s")
print(f"peak / final velocity: {u_p / u_s:.3f} (ratio)")
print(f"peak time, full: {s_p * tau0 * ps:.4f} ps")
print(f"peak distance, full: {X_p * length0 * nm:.2f} nm")
print(f"energy at peak: {theta_p * w0 * meV:.1f} meV")
print(f"drift energy at peak: {0.5 * mass * (u_p * v0)**2 * meV:.1f} meV")
print(f"momentum time at peak: {tau0 / theta_p * ps:.4f} ps")
print(f"peak velocity, lossless Airy: {u_a * v0 * cm:.3e} cm/s")
print(f"peak time, lossless: {s_a * tau0 * ps:.4f} ps")
print(f"peak distance, lossless: {X_a * length0 * nm:.2f} nm")
print(f"lossless peak error: {100 * (u_a / u_p - 1):.2f} %")
print(f"strong-field constant c: {c_limit:.5f} (dimensionless)")
print(f"strong-field peak estimate here: {v_limit * cm:.3e} cm/s")
decay_length = v0 * tau_e / (2 * theta_s - 1)
print(f"decay length l: {decay_length * nm:.2f} nm")
print(f"v_s*tau_e/2: {v_s * tau_e / 2 * nm:.2f} nm")
print(f"overshoot distance to 1.1 v_s, full: {X_b * length0 * nm:.2f} nm")
print(f"overshoot distance, formula: {X_formula * length0 * nm:.2f} nm")
print(f"distance formula error: {100 * (X_formula / X_b - 1):.2f} %")
print(f"its error at eps={eps_slow}, same theta_s: {100 * error_slow:.3f} %")
print(f"time to cover overshoot distance: {s_b * tau0 * ps:.4f} ps")
print(f"mean velocity over it: {X_b / s_b * v0 * cm:.3e} cm/s")
print(f"critical eps: {critical_eps(theta_s):.2f} (dimensionless)")
print(f"critical energy speed-up: {critical_eps(theta_s) / eps:.1f} (factor)")
for speedup, ratio in zip(speedups, ratios):
    print(f"energy response x{speedup}: max/final velocity {ratio:.4f} (ratio)")
print(f"constant momentum rate: max/final velocity {ratio_constant:.4f} (ratio)")
print(f"particles simulated: {number} (count)")
print(f"largest particle velocity deviation: {mc_dv * cm:.2e} cm/s")
print(f"largest particle energy deviation: {100 * mc_dw:.2f} %")
print("every check passed")
```

Printed output:

```
mass: 0.25 electron masses
temperature: 300 K
field: 30 kV/cm
tau0: 0.20 ps
tau_e: 1.00 ps
equilibrium energy w0: 38.78 meV
low-field-law velocity v0: 4.221e+07 cm/s
length unit v0*tau0: 84.42 nm
eps = tau0/tau_e: 0.200 (dimensionless)
heating parameter g: 6.531 (dimensionless)
final theta_s: 6.236 (dimensionless)
final energy: 241.8 meV
final momentum time: 0.0321 ps
final velocity v_s: 6.769e+06 cm/s
high-field saturation velocity: 7.387e+06 cm/s
t=0.05 ps: v=9.231e+06 cm/s, w=45.9 meV, x=2.4 nm
t=0.10 ps: v=1.532e+07 cm/s, w=64.0 meV, x=8.7 nm
t=0.20 ps: v=1.702e+07 cm/s, w=110.6 meV, x=25.9 nm
t=0.40 ps: v=1.046e+07 cm/s, w=169.5 meV, x=52.5 nm
t=0.80 ps: v=7.818e+06 cm/s, w=211.9 meV, x=87.4 nm
t=1.50 ps: v=7.001e+06 cm/s, w=234.3 meV, x=138.5 nm
peak velocity, full: 1.773e+07 cm/s
peak / final velocity: 2.619 (ratio)
peak time, full: 0.1603 ps
peak distance, full: 18.94 nm
energy at peak: 92.3 meV
drift energy at peak: 22.3 meV
momentum time at peak: 0.0840 ps
peak velocity, lossless Airy: 1.753e+07 cm/s
peak time, lossless: 0.1565 ps
peak distance, lossless: 18.20 nm
lossless peak error: -1.14 %
strong-field constant c: 0.81860 (dimensionless)
strong-field peak estimate here: 2.329e+07 cm/s
decay length l: 36.79 nm
v_s*tau_e/2: 33.84 nm
overshoot distance to 1.1 v_s, full: 101.85 nm
overshoot distance, formula: 102.36 nm
distance formula error: 0.50 %
its error at eps=0.002, same theta_s: 0.011 %
time to cover overshoot distance: 0.9894 ps
mean velocity over it: 1.029e+07 cm/s
critical eps: 32.21 (dimensionless)
critical energy speed-up: 161.1 (factor)
energy response x1: max/final velocity 2.6194 (ratio)
energy response x10: max/final velocity 1.4881 (ratio)
energy response x200: max/final velocity 1.0000 (ratio)
constant momentum rate: max/final velocity 1.0000 (ratio)
particles simulated: 200000 (count)
largest particle velocity deviation: 2.92e+05 cm/s
largest particle energy deviation: 0.74 %
every check passed
```
